# Linear Tetrahedron Weights and Blöchl's Curvature Correction, part 1

(Sections cited here and not found follow in the second part.)

## Weights of the linear tetrahedron

### The integral and its interpolation

In a metal the occupied and empty states of a band meet at a Fermi surface inside the Brillouin zone. A Brillouin-zone average therefore has an integrand that drops to zero across a surface, while the energies are known at the points of a finite mesh. If each mesh point is simply counted as occupied or empty, the occupation jumps whenever a point crosses the Fermi level. The tetrahedron method instead interpolates the energy between mesh points and integrates over the resulting occupied region. Two questions follow: how the occupation of a cell is shared among its corners, and what error the interpolation leaves.

Consider one band with energy $e(\mathbf k)$ at zero temperature. The average of a quantity $X(\mathbf k)$, per unit cell and per spin, is

$$
\langle X\rangle=\frac1{V_{\rm BZ}}\int_{\rm BZ}X(\mathbf k)\,
\theta(E_F-e(\mathbf k))\,d^3k .
\tag{1}
$$

Here $V_{\rm BZ}$ is the zone volume, $E_F$ the Fermi energy and $\theta$ the unit step. With $X=1$ this is the filling $N$, and with $X=e$ it is the band energy. Several bands are treated by adding their contributions at a common Fermi energy.

Divide the zone into tetrahedra. In a tetrahedron $T$ of volume $V_T$ and corners $\mathbf k_1,\ldots,\mathbf k_4$, every point has barycentric coordinates $\lambda_i\ge0$ defined by

$$
\mathbf k=\sum_i\lambda_i\mathbf k_i,\qquad \sum_i\lambda_i=1 .
\tag{2}
$$

The linear interpolants are $e^{\rm lin}=\sum_i\lambda_ie_i$ and $X^{\rm lin}=\sum_i\lambda_iX_i$, where $e_i$ and $X_i$ are corner values. Inserting them into (1) gives

$$
\langle X\rangle_{\rm lin}=\sum_T\frac{V_T}{V_{\rm BZ}}\sum_iw_iX_i,
\qquad
w_i(E)=\frac1{V_T}\int_T\lambda_i\,\theta(E-e^{\rm lin})\,d^3k,
\tag{3}
$$

evaluated at the Fermi energy $E$ of the mesh calculation. The weight $w_i$ is dimensionless. Since the $\lambda_i$ add to one, $n_T=\sum_iw_i$ is the occupied fraction of the tetrahedron.

Number the corners so that $e_1\le e_2\le e_3\le e_4$, and write $e_{ji}=e_j-e_i$. The weights vanish for $E<e_1$. For $E\ge e_4$ the tetrahedron is full, and each weight is the mean of $\lambda_i$ over it. By symmetry the four means are equal, and they add to one, so each is $1/4$.

### Volumes and means of the occupied pieces

In the remaining cases the occupied region can be cut into smaller tetrahedra. Two facts suffice to integrate over them.

The first concerns the mean of a linear function. Over any tetrahedron, such a function is the sum of its corner values times that tetrahedron's own barycentric coordinates. Each of those has mean $1/4$. The mean of the function is therefore the arithmetic mean of its four corner values.

The second concerns volume. Let the corners of a small tetrahedron be $\mathbf k'_m=\sum_jB_{mj}\mathbf k_j$, with $\sum_jB_{mj}=1$. The $4\times4$ matrix with rows $(1,\mathbf k'_m)$ equals $B$ times the matrix with rows $(1,\mathbf k_j)$. The absolute determinant of such a matrix is six times the volume of the tetrahedron, because subtracting one row from the others leaves the determinant of three edge vectors. Hence the small tetrahedron has relative volume

$$
v=|\det B| .
\tag{4}
$$

Its contribution to $w_i$ is $v$ times the mean of $\lambda_i$ over it:

$$
w_i\leftarrow \frac v4\sum_{m=1}^4B_{mi} .
\tag{5}
$$

No shape or orientation enters here. The weights depend on the corner energies and on $E$.

The corners of the pieces lie where the plane $e^{\rm lin}=E$ cuts the edges. On the edge from $i$ to $j$ the interpolated energy rises linearly from $e_i$ to $e_j$, so the cut lies at the fraction

$$
f_{ij}=\frac{E-e_i}{e_j-e_i},\qquad
\mathbf p_{ij}=(1-f_{ij})\mathbf k_i+f_{ij}\mathbf k_j .
\tag{6}
$$

### One corner occupied

For $e_1\le E<e_2$, corner 1 lies on the occupied side and the other three are empty. The occupied region is the tetrahedron $(\mathbf k_1,\mathbf p_{12},\mathbf p_{13},\mathbf p_{14})$. Its matrix is

$$
B=\begin{pmatrix}
1&0&0&0\\
1-f_{12}&f_{12}&0&0\\
1-f_{13}&0&f_{13}&0\\
1-f_{14}&0&0&f_{14}
\end{pmatrix},
\qquad v=f_{12}f_{13}f_{14}.
\tag{7}
$$

The determinant is the product of the diagonal elements because the matrix is triangular. The column sums in (5) give

$$
w_1=\frac v4\left(4-f_{12}-f_{13}-f_{14}\right),\qquad
w_j=\frac v4f_{1j}\quad(j=2,3,4).
\tag{8}
$$

Just above $e_1$, with the corner energies distinct, $v$ grows as $(E-e_1)^3$. Corner 1 then receives a weight of that order, and the other corners receive weights of order $(E-e_1)^4$. The first occupied states lie close to corner 1, and they sample the other corner values weakly.

### Two corners occupied

For $e_2\le E<e_3$ the occupied region is a wedge. Its triangular ends are $(\mathbf k_1,\mathbf p_{13},\mathbf p_{14})$ and $(\mathbf k_2,\mathbf p_{23},\mathbf p_{24})$. The plane through $\mathbf k_2,\mathbf p_{13},\mathbf p_{14}$ separates off the tetrahedron containing $\mathbf k_1$. What remains is a pyramid with apex $\mathbf k_2$ and the quadrilateral $\mathbf p_{13}\mathbf p_{14}\mathbf p_{24}\mathbf p_{23}$ as base. Dividing this base along its diagonal $\mathbf p_{14}\mathbf p_{23}$ divides the pyramid into two tetrahedra. The three pieces, which fill the wedge without overlap, are

$$
(\mathbf k_1,\mathbf k_2,\mathbf p_{13},\mathbf p_{14}),\quad
(\mathbf k_2,\mathbf p_{13},\mathbf p_{14},\mathbf p_{23}),\quad
(\mathbf k_2,\mathbf p_{14},\mathbf p_{23},\mathbf p_{24}).
$$

Call their relative volumes $a,b,c$. In the first determinant, the rows of $\mathbf k_1$ and $\mathbf k_2$ remove columns 1 and 2, leaving a diagonal block with elements $f_{13}$ and $f_{14}$. In the other two, the row of $\mathbf k_2$ removes column 2. The remaining columns 1, 3 and 4 give

$$
b=\left|\det\begin{pmatrix}
1-f_{13}&f_{13}&0\\
1-f_{14}&0&f_{14}\\
0&f_{23}&0
\end{pmatrix}\right|,\qquad
c=\left|\det\begin{pmatrix}
1-f_{14}&0&f_{14}\\
0&f_{23}&0\\
0&0&f_{24}
\end{pmatrix}\right| .
$$

Expanding $b$ along its last row, and using the triangular form of $c$, we obtain

$$
a=f_{13}f_{14},\qquad
b=f_{14}f_{23}(1-f_{13}),\qquad
c=(1-f_{14})f_{23}f_{24}.
\tag{9}
$$

Now collect the corner values of each $\lambda_i$. For example, $\lambda_1$ is $1$ at $\mathbf k_1$, $1-f_{13}$ at $\mathbf p_{13}$, $1-f_{14}$ at $\mathbf p_{14}$, and zero at the other wedge corners. The point $\mathbf p_{13}$ belongs to pieces $a$ and $b$, while $\mathbf p_{14}$ belongs to all three. Counting the other points in the same way gives

$$
\begin{aligned}
4w_1&=a+(a+b)(1-f_{13})+(a+b+c)(1-f_{14}),\\
4w_2&=a+b+c+(b+c)(1-f_{23})+c(1-f_{24}),\\
4w_3&=(a+b)f_{13}+(b+c)f_{23},\\
4w_4&=(a+b+c)f_{14}+c f_{24}.
\end{aligned}
\tag{10}
$$

Adding the four lines cancels every $f_{ij}$ outside the volumes and leaves $\sum_iw_i=a+b+c$.

### Three corners occupied

For $e_3\le E<e_4$ it is simpler to remove the empty tetrahedron at corner 4. Measured from that corner, the cuts lie at the fractions

$$
g_i=\frac{e_4-E}{e_4-e_i}\quad(i=1,2,3),\qquad u=g_1g_2g_3 .
\tag{11}
$$

The empty tetrahedron has relative volume $u$, by the same determinant as in (7). Subtracting its contribution from the full weights gives

$$
w_i=\frac14-\frac u4g_i\quad(i=1,2,3),\qquad
w_4=\frac14-\frac u4\left(4-g_1-g_2-g_3\right).
\tag{12}
$$

Equal corner energies cause no singular quotient. In (8), every denominator is at least $e_{21}$, which is positive if the interval $e_1\le E<e_2$ contains a point. The same argument gives the lower bounds $e_{32}$ in (10) and $e_{43}$ in (12). Intervals of zero length are skipped.

The corner weights of the linear tetrahedron are now known for every position of the Fermi energy. What remains is to find how they vary with that energy, what error the linear interpolation leaves, and how much of it Blöchl's correction removes.
